# Work-function change from a layer of adsorbed dipoles: a numerical check

```python
# Result under test: a layer of N adsorbates per area, each with normal dipole
# moment mu (negative end towards vacuum), raises the work function by
#     delta_phi = e * N * mu / eps0      (in eV: N * mu / eps0 in volts).
# mu is the moment per adsorbate including the metal's screening charge:
# a charge -q at height d above the image plane has mu = q*d.
# The z axis points from metal to vacuum. The model array is square, spacing a.
# Also tested: lateral variation of the potential, mutual depolarization of
# polarizable adsorbates, and the effect of reversing some of the moments.
import numpy as np
import mpmath as mp
from scipy.constants import c, e, epsilon_0, pi
from scipy.integrate import cumulative_trapezoid, trapezoid

density = 5e18                    # adsorbates per m^2
debye = 1e-21 / c                 # C m
moment = 1.0 * debye
spacing = 1 / np.sqrt(density)    # m
height = 0.1e-9                   # chosen height of the negative charge, m
charge = moment / height          # C
step = density * moment / epsilon_0   # eV

# Poisson equation integrated twice for smeared, overlapping charges
z = np.linspace(-0.8e-9, 0.8e-9, 8001)


def gaussian(center, width):
    return np.exp(-0.5 * ((z - center) / width)**2) / (width * np.sqrt(2 * pi))


profile = gaussian(-0.02e-9, 0.06e-9) - gaussian(0.10e-9, 0.04e-9)
profile *= -moment / trapezoid(z * profile, z)    # p_z = -moment
field = cumulative_trapezoid(density * profile / epsilon_0, z, initial=0)
potential = -cumulative_trapezoid(field, z, initial=0)
step_poisson = -(potential[-1] - potential[0])    # electron energy, eV
assert abs(step_poisson / step - 1) < 1e-4


# Explicit Coulomb sum over charges -q at +d and their images +q at -d
def patch_energy(radius, z_probe, d, shift, reverse):
    index = np.arange(-radius, radius + 1)
    i, j = np.meshgrid(index, index, indexing="ij")
    inside = i**2 + j**2 <= radius**2
    i, j = i[inside], j[inside]
    sign = np.where((i + 3 * j) % 10 == 0, -1.0, 1.0) if reverse else 1.0
    r2 = ((i - shift)**2 + (j - shift)**2) * spacing**2
    pair = 1 / np.sqrt(r2 + (z_probe - d)**2)
    pair = pair - 1 / np.sqrt(r2 + (z_probe + d)**2)
    return (moment / d) * np.sum(sign * pair) / (4 * pi * epsilon_0)


def layer_energy(z_probe, d=height, shift=0.0, reverse=False):
    # the leading error of a finite patch falls as 1/radius and is removed
    small = patch_energy(300, z_probe, d, shift, reverse)
    large = patch_energy(600, z_probe, d, shift, reverse)
    return 2 * large - small


for trial_height in (0.05e-9, 0.10e-9, 0.15e-9):
    assert abs(layer_energy(4 * spacing, trial_height) / step - 1) < 2e-4
step_sum = layer_energy(4 * spacing)

# Lateral variation: on-top minus hollow position
G = 2 * pi / spacing


def corrugation(z_probe):
    amplitude = density * charge / (2 * epsilon_0 * G)
    return 8 * amplitude * 2 * np.sinh(G * height) * np.exp(-G * z_probe)


corrugation_sum = layer_energy(spacing) - layer_energy(spacing, shift=0.5)
assert abs(corrugation_sum / corrugation(spacing) - 1) < 0.01

# Lattice sum: direct summation with continuum tail against zeta functions
radius = 600
index = np.arange(-radius, radius + 1)
r2 = (index[:, None]**2 + index[None, :]**2).astype(float)
chosen = (r2 > 0) & (r2 <= radius**2)
lattice_sum = np.sum(r2[chosen]**-1.5) + 2 * pi / radius
s = mp.mpf(3) / 2
beta = (mp.zeta(s, mp.mpf(1) / 4) - mp.zeta(s, mp.mpf(3) / 4)) / 4**s
assert abs(lattice_sum / float(4 * mp.zeta(s) * beta) - 1) < 1e-4

# Depolarization: formula against a finite array of coupled dipoles
alpha = 1e-30                     # polarizability volume, m^3
coupling = alpha / spacing**3
reduction = {k: 1 / (1 + k * coupling * lattice_sum) for k in (1, 2)}
side = 41
grid = np.arange(side)
x, y = [v.ravel() for v in np.meshgrid(grid, grid, indexing="ij")]
dist2 = ((x[:, None] - x)**2 + (y[:, None] - y)**2).astype(float)
np.fill_diagonal(dist2, np.inf)
interaction = dist2**-1.5
for k in (1, 2):
    matrix = np.eye(side**2) + k * coupling * interaction
    solved = np.linalg.solve(matrix, np.ones(side**2))
    # tolerance: the array lacks the far neighbours, about 3 % of the sum
    assert abs(solved[side**2 // 2] / reduction[k] - 1) < 0.01

# One moment in ten reversed
reversed_fraction = 0.1
step_reversed = (1 - 2 * reversed_fraction) * step
reversed_sum = layer_energy(8 * spacing, reverse=True)
assert abs(reversed_sum / step_reversed - 1) < 1e-3

# Rough typical values for W(100)
lattice_constant = 0.32e-9        # m
clean_work_function = 4.6         # eV
coverage = density * lattice_constant**2

print(f"adsorbate density: {density:.1e} m^-2")
print(f"dipole moment: {moment / debye:.1f} D")
print(f"dipole moment in SI: {moment:.5e} C m")
print(f"vacuum permittivity: {epsilon_0:.5e} F/m")
print(f"work-function change, formula: {step:+.4f} eV")
print(f"work-function change in joule: {step * e:+.3e} J")
print(f"change per debye and per 1e18 m^-2: {step / 5:.4f} eV")
print(f"change from Poisson integration: {step_poisson:+.4f} eV")
print(f"change from charge-image sum: {step_sum:+.4f} eV")
print(f"W lattice constant (rough): {lattice_constant * 1e9:.2f} nm")
print(f"coverage on W(100) (rough): {coverage:.2f} monolayer")
print(f"square-array spacing: {spacing * 1e9:.3f} nm")
c2x2 = np.sqrt(2) * lattice_constant
print(f"c(2x2) spacing on W(100) (rough): {c2x2 * 1e9:.2f} nm")
print(f"clean work function (rough): {clean_work_function:.1f} eV")
print(f"covered work function (rough): {clean_work_function + step:.1f} eV")
print(f"chosen charge height: {height * 1e9:.2f} nm")
print(f"charge per adsorbate at that height: {charge / e:.3f} e")
print(f"mean field inside layer: {step / height / 1e8:.0f} MV/cm")
print(f"top-hollow difference at z = a, sum: {corrugation_sum * 1e3:.1f} meV")
print(f"same, formula: {corrugation(spacing) * 1e3:.1f} meV")
print(f"same at z = 2a, formula: {corrugation(2 * spacing) * 1e3:.3f} meV")
print(f"square-lattice dipole sum S: {lattice_sum:.4f}")
print(f"chosen polarizability volume: {alpha * 1e30:.1f} cubic angstrom")
print(f"alpha/a^3: {coupling:.5f}")
for k in (1, 2):
    print(f"depolarization factor, k = {k}: {reduction[k]:.3f}")
    print(f"depolarized change, k = {k}: {step * reduction[k]:+.2f} eV")
print(f"reversed fraction: {reversed_fraction:.2f}")
print(f"change with reversed moments, formula: {step_reversed:+.3f} eV")
print(f"change with reversed moments, sum: {reversed_sum:+.3f} eV")
print("done: every assertion held")
```

It prints:

```
adsorbate density: 5.0e+18 m^-2
dipole moment: 1.0 D
dipole moment in SI: 3.33564e-30 C m
vacuum permittivity: 8.85419e-12 F/m
work-function change, formula: +1.8837 eV
work-function change in joule: +3.018e-19 J
change per debye and per 1e18 m^-2: 0.3767 eV
change from Poisson integration: +1.8837 eV
change from charge-image sum: +1.8837 eV
W lattice constant (rough): 0.32 nm
coverage on W(100) (rough): 0.51 monolayer
square-array spacing: 0.447 nm
c(2x2) spacing on W(100) (rough): 0.45 nm
clean work function (rough): 4.6 eV
covered work function (rough): 6.5 eV
chosen charge height: 0.10 nm
charge per adsorbate at that height: 0.208 e
mean field inside layer: 188 MV/cm
top-hollow difference at z = a, sum: 38.4 meV
same, formula: 38.4 meV
same at z = 2a, formula: 0.072 meV
square-lattice dipole sum S: 9.0336
chosen polarizability volume: 1.0 cubic angstrom
alpha/a^3: 0.01118
depolarization factor, k = 1: 0.908
depolarized change, k = 1: +1.71 eV
depolarization factor, k = 2: 0.832
depolarized change, k = 2: +1.57 eV
reversed fraction: 0.10
change with reversed moments, formula: +1.507 eV
change with reversed moments, sum: +1.507 eV
done: every assertion held
```
